# Recovering a phonon accumulation function from film conductivities, and the resolution lost

Thirteen noisy film conductivities are fitted with $\chi^2=13.0$, one unit per data point, and the fit returns a phonon spectrum with one peak. The spectrum that generated the data has two peaks, at mean free paths of 200 and 5000 nm. How can a fit with an acceptable misfit lose a factor of 25 in length scale?

The unknown is the accumulation function $\alpha(\Lambda)$, the fraction of the bulk conductivity carried by phonons with mean free path below $\Lambda$. It rises from 0 to 1. The data are ratios $r=k(d)/k_{\rm bulk}$ for films of thickness $d$, with $k_{\rm bulk}$ taken as known.

## What one film measures

Let heat flow along the film, let the phonons be isotropic with a relaxation time for each mode, and let the walls scatter diffusely. Write a mode's departure from equilibrium as its bulk value times $g$. With $Z=z/d$ the depth, $K=\Lambda/d$ and $\mu>0$ the direction cosine to the film normal, the Boltzmann equation is

$$K\mu\,\frac{dg}{dZ}=1-g,\qquad g(0)=0 .$$

The right side is the drive by the temperature gradient minus relaxation. The boundary condition says that a diffuse wall emits no net heat along the film. The solution is $g=1-e^{-Z/(K\mu)}$, and phonons moving the other way give the same average by symmetry.

The heat flux weights each direction by the squared velocity along the film, proportional to $1-\mu^2$ after averaging over azimuth. Since $\int_0^1(1-\mu^2)d\mu=2/3$, the surviving fraction is

$$S(K)=\frac32\int_0^1\!d\mu\,(1-\mu^2)\int_0^1\!dZ\,\bigl(1-e^{-Z/(K\mu)}\bigr).$$

The depth integral equals $1-K\mu(1-e^{-1/(K\mu)})$, so

$$S(K)=1-\frac{3K}{2}\int_0^1(\mu-\mu^3)\bigl(1-e^{-1/(K\mu)}\bigr)d\mu .$$

For $K\to0$ the exponential drops out, and $\int_0^1(\mu-\mu^3)d\mu=1/4$ gives $S\simeq1-3K/8$. For $K\gg1$ the depth average is about $1/(2K\mu)$ when $\mu\gg1/K$. Integrating from $\mu\sim1/K$ to 1 gives $S\simeq(3/4K)\ln K$ to leading logarithm. Grazing phonons keep long paths, hence the logarithm. In between,

$$S(0.1)=0.9625,\quad S(1)=0.6839,\quad S(10)=0.2091 .$$

## A problem small enough for hand work

Suppose that only two mean free paths exist, $\ell$ and $10\ell$, with conductivity fractions $p$ and $1-p$. Measure films of thickness $\ell$ and $10\ell$:

$$r_1=0.6839p+0.2091(1-p)=0.2091+0.4748p,$$
$$r_2=0.9625p+0.6839(1-p)=0.6839+0.2786p .$$

Take measured values $r_1=0.58$ and $r_2=0.90$, each with error $\sigma=0.02$. Subtracting the constants leaves 0.3709 and 0.2161. Setting the derivative of the squared misfit to zero gives

$$\hat p=\frac{0.4748(0.3709)+0.2786(0.2161)}{0.4748^2+0.2786^2}=\frac{0.2363}{0.3031}=0.78 .$$

Its standard error is $0.02/\sqrt{0.3031}=0.036$. Had $\hat p$ been negative, the constrained answer would have been $p=0$, because a convex parabola rises monotonically away from its minimum.

Now penalize roughness. With zero density outside the two cells, the squared jumps are

$$p^2+(1-2p)^2+(1-p)^2=6p^2-6p+2 ,$$

which is smallest at $p=1/2$. Add $\beta$ times this to the misfit. Half the derivative then vanishes when

$$p_\beta=\frac{0.2363/\sigma^2+3\beta}{0.3031/\sigma^2+6\beta}.$$

For $\beta=100$ this is $(591+300)/(758+600)=0.66$. The data now enter with weight $758/1358=0.56$, so the scatter falls from 0.036 to 0.020. If the true value is 0.78, the estimate is displaced by $-0.12$, six times its scatter. The spread of repeated estimates would not reveal this bias. The residuals would: their mean values are $2.9\sigma$ and $1.7\sigma$.

A third path length shows why a penalty is needed. Let one film of thickness $d$ see paths $0.1d$, $d$ and $10d$. A spectrum entirely at $d$ gives $r=0.6839$. So does a spectrum with no weight at $d$ and a fraction $a$ at $0.1d$, provided

$$0.9625a+0.2091(1-a)=0.6839,\qquad a=\frac{0.4748}{0.7534}=0.63 .$$

One line and two lines two decades apart are identical to this film. Another thickness breaks this tie: a film of thickness $0.1d$ gives 0.21 for the single line and 0.44 for the pair. Finer structure is harder to separate, as the next section shows.

## The film as a blurring instrument

Let $x=\ln(\Lambda/\Lambda_0)$ and $y=\ln(d/\Lambda_0)$, where the reference length $\Lambda_0$ is 1 nm, and let $f=d\alpha/dx$. Then $r(y)=\int S(e^{x-y})f(x)\,dx$. Integrate by parts. The boundary terms vanish because $\alpha\to0$ at short paths and $S\to0$ at long ones:

$$r(y)=\int\alpha(x)\,w(x-y)\,dx,\qquad w(u)=-\frac{dS(e^u)}{du}.$$

The area of $w$ is $S(0)-S(\infty)=1$. To see that $w\ge0$, put $h(q)=q(1-e^{-1/q})$, so that $S=1-\frac32\int_0^1(1-\mu^2)h(K\mu)d\mu$. With $v=1/q$, $h'(q)=1-(1+v)e^{-v}>0$, so $S$ decreases. Each conductivity is therefore a weighted average of $\alpha$.

The weight has a closed transform. Since $-S'(K)=\frac32\int_0^1(\mu-\mu^3)h'(K\mu)d\mu$, the substitution $q=K\mu$ separates

$$m(s)=\int w(u)e^{su}du=\int_0^\infty K^s[-S'(K)]\,dK$$

into two factors. The angular one is

$$\frac32\int_0^1(\mu^{-s}-\mu^{2-s})d\mu=\frac32\left[\frac1{1-s}-\frac1{3-s}\right]=\frac{3}{(1-s)(3-s)} .$$

The other, again with $v=1/q$, is integrated by parts for $-1<{\rm Re}\,s<1$, where the boundary terms vanish. As $\frac{d}{dv}[1-(1+v)e^{-v}]=ve^{-v}$,

$$\int_0^\infty v^{-s-2}[1-(1+v)e^{-v}]dv=\frac1{1+s}\int_0^\infty v^{-s}e^{-v}dv=\frac{\Gamma(1-s)}{1+s}.$$

Hence

$$m(s)=\frac{3\,\Gamma(1-s)}{(1+s)(1-s)(3-s)} .$$

The first two derivatives of $\ln m$ at $s=0$ are the mean and variance of $u$:

$$\bar u=\gamma-1+1+\tfrac13=0.911,\qquad {\rm var}\,u=\frac{\pi^2}{6}+1+1+\frac19=\frac{\pi^2}{6}+\frac{19}{9},$$

with $\gamma$ Euler's constant. A film thus averages $\alpha$ around $\Lambda=e^{0.911}d=2.49d$, with a standard deviation of 1.94 in $\ln\Lambda$, or 0.84 decades.

A ripple $e^{i\omega x}$ in $\alpha$ appears in $r$ as $m(i\omega)e^{i\omega y}$. Using $|\Gamma(1-i\omega)|^2=\pi\omega/\sinh\pi\omega$,

$$|m(i\omega)|=\frac{3}{(1+\omega^2)\sqrt{9+\omega^2}}\sqrt{\frac{\pi\omega}{\sinh\pi\omega}} .$$

For large $\omega$, $\sinh\pi\omega\simeq e^{\pi\omega}/2$ and this becomes $3\sqrt{2\pi}\,\omega^{-5/2}e^{-\pi\omega/2}$. The decay is exponential, so fine detail is strongly suppressed.

At $\omega=2$ the ripple period is $2\pi/2=3.14$ in $\ln\Lambda$, or 1.36 decades, close to the 1.40 decades between the two true groups. There $|m|=0.0255$. A ripple of amplitude 0.1 in $\alpha$ changes the conductivity ratio by only 0.0025, against noise of 0.02.

## The general algorithm

Divide $\ln\Lambda$ into $N$ cells of width $h$. Let $p_j\ge0$ be the conductivity fraction in cell $j$, with $\sum_jp_j=1$. The running sum of $p_j$ is then monotone and stays between 0 and 1, so these conditions enforce all the bounds. With $A_{ij}$ the average of $S(\Lambda/d_i)$ over cell $j$, minimize

$$F(p)=\sum_i\frac{\bigl(r_i-\sum_jA_{ij}p_j\bigr)^2}{\sigma^2}+\frac{\lambda}{h^3}\sum_{j=0}^{N}(p_{j+1}-p_j)^2,$$

where $p_0=p_{N+1}=0$. The last term represents $\lambda\int(\alpha'')^2dx$: the density is $p_j/h$, its slope is $(p_{j+1}-p_j)/h^2$, and squaring and multiplying by $h$ gives $h^{-3}$. The hand calculation had $\beta=\lambda/h^3$.

The penalty vanishes only if all $p_j$ equal their zero neighbours outside the grid. For $\lambda>0$ it is therefore positive definite and $F$ is strictly convex. The allowed set is closed, bounded and convex, so there is one minimizer.

Because $\sum_jp_j=1$, the data residual can be written $\sum_j(A_{ij}-r_i)p_j/\sigma$. All terms are now linear in $p$, and $F=\|Gp\|^2$ for a matrix $G$ containing these rows and the scaled differences. The sum rule can be handled within nonnegative least squares. Choose any $c>0$ and minimize

$$\|Gy\|^2+c^2\Bigl(\sum_jy_j-1\Bigr)^2,\qquad y_j\ge0 .$$

Write $y=tp$ with $\sum_jp_j=1$, and let $q=\|Gp\|^2$. The function $t^2q+c^2(t-1)^2$ is smallest at $t=c^2/(q+c^2)$, where its value is

$$\frac{c^4q+c^2q^2}{(q+c^2)^2}=\frac{c^2q}{q+c^2}.$$

Its derivative with respect to $q$ is $c^4/(q+c^2)^2>0$, so the best $y$ has the smallest $q$. Dividing $y$ by its sum gives the required $p$, with no error from a finite $c$.

The answer can be certified. With $g=2G^TGp$ and $p^*$ the true minimizer, convexity gives

$$F(p^*)\ge F(p)+g\cdot(p^*-p)\ge F(p)+\min_jg_j-g\cdot p ,$$

since $g\cdot p^*$ is an average of the $g_j$. The excess $F(p)-F(p^*)$ is thus at most $g\cdot p-\min_jg_j$.

## Choosing the penalty

Let $C_a$ and $P_a$ be the misfit and roughness of the minimizer at $\lambda_a$, with $\lambda_1<\lambda_2$. Each minimizer beats the other at its own weight:

$$C_1+\lambda_1P_1\le C_2+\lambda_1P_2,\qquad C_2+\lambda_2P_2\le C_1+\lambda_2P_1 .$$

Adding gives $(\lambda_2-\lambda_1)(P_2-P_1)\le0$, so $P_2\le P_1$. The first inequality then gives $C_1\le C_2$. Misfit rises and roughness falls with $\lambda$, so a target misfit can be found by bisection.

The target here is the number of data, 13, or the misfit at $\lambda=0.01$ plus one if that is larger. The second option is a convention for data that cannot be fitted to 13.

As $\lambda\to\infty$ the data lose influence. Minimizing $\int f'^2dx$ at unit area, with $f=0$ at the ends of a grid of length $L$, gives $f''={}$constant, hence the parabola $f=6x(L-x)/L^3$ with maximum $3/(2L)$. For six decades, $L=13.8$ and the maximum is 0.109 in the continuum, or 0.107 on a grid of 72 cells. The grid range is therefore part of the prior assumption when the penalty is strong.

## Resolution of the penalized estimate

Suppose that the films sample $\ln d$ densely, with $n$ per unit, that edges are far away, and that the inequalities are inactive. The sum over films becomes $n\int dy$. For a ripple of frequency $\omega$, with transforms marked by hats, the objective is

$$\frac{n}{\sigma^2}|\hat r-m\hat\alpha|^2+\lambda\omega^4|\hat\alpha|^2 .$$

Setting its derivative with respect to $\hat\alpha^*$ to zero gives $(|m|^2+\mu_r\omega^4)\hat\alpha=m^*\hat r$, with $\mu_r=\lambda\sigma^2/n$. Noise-free data have $\hat r=m\hat\alpha_{\rm true}$, so the recovered fraction of the ripple is

$$R(\omega)=\frac{|m|^2}{|m|^2+\mu_r\omega^4}.$$

This gain was tested against a full matrix inversion on a wide grid. Half gain occurs at $\omega_c$, where $|m|=\sqrt{\mu_r}\,\omega_c^2$. The half-period $\pi/\omega_c$ is a resolution length in $\ln\Lambda$.

Inserting the large-frequency form of $|m|$ and taking logarithms gives, at fixed $\lambda$ and $n$,

$$\frac{\pi}{2}\omega_c+\frac92\ln\omega_c=\ln\frac1\sigma+{\rm constant}.$$

Resolution thus improves logarithmically. In the far limit, tenfold lower noise raises $\omega_c$ by $(2/\pi)\ln10=1.47$.

## Reading the thirteen-film example

The bulk conductivity is 100 W/(m K) and the noise 2 W/(m K), so $\sigma=0.02$. Thicknesses run from 10 to 10000 nm. The true groups are log-normal, of equal weight and width 0.3 in $\ln\Lambda$. The grid has 72 cells from 1 nm to 1 mm. These are model parameters, not a particular material. The numerical output lists the data and the fit.

The target $\chi^2=13$ gives $\lambda=2241$ and an objective of 48.4, of which 35.4 is penalty. The certified excess is about $10^{-11}$, so the missing peak is not a failure of the minimizer. Without the sign constraint the density dips to $-0.014$, compared with a constrained maximum of 0.185. The constraint is therefore active. The films also span only 6.9 in $\ln d$, less than one ripple period at the half-gain frequency found below. For both reasons the linear gain is a guide rather than an exact description of this fit.

The penalty deserves scrutiny. The fit at $\lambda=0.01$ has $\chi^2=3.8$, and the listed clean and noisy conductivities give the true spectrum a misfit of about 5.0. This noise draw is milder than average. Aiming at 13 therefore permits considerable smoothing: the fitted curve lies 1.6 W/(m K) above the clean value in the thinnest film and 2.5 below it in the thickest. The single peak results from the blur and this choice of penalty together. It does not prove that every acceptable fit has one peak.

With $n=1.737$, $\mu_r=2241(0.02)^2/1.737=0.516$. At this $\lambda$ the gain formula, which assumes that edges are far away, gives

| Noise, W/(m K) | $\omega_c$ | Half-period, decades |
|---:|---:|---:|
| 2.00 | 0.757 | 1.80 |
| 0.20 | 1.311 | 1.04 |
| 0.02 | 1.964 | 0.69 |

With $\lambda$ held fixed, a hundredfold reduction in noise improves the resolution length by a factor of 2.6. In this example the target rule selects a much smaller $\lambda$ at 0.2 W/(m K), which raises $\omega_c$ further. The steps in $\omega_c$, 0.55 and 0.65, are still below the limiting 1.47 because at these low frequencies the algebraic factors in the full $|m|$, together with $\omega_c^2$, add as much to the fall of $|m|/\omega_c^2$ as the exponential does, or more.

A separate measure keeps the constraints and the same $\lambda$. Two equal sharp lines, centred on 786 nm, are given noise-free data and moved apart in steps of 0.1 decades. They count as resolved when the density midway falls below 0.9 of the lower peak. This first happens at 2.5 decades for an assumed noise of 2 W/(m K), and at 1.5 decades for 0.2 W/(m K). The groups in the example, 1.40 decades apart, lie below both limits. The second limit, however, belongs to a penalty that is too strong for the smaller noise. At 0.2 W/(m K), $\lambda=2241$ fits noisy data from the two groups with a misfit near 100, whereas the target rule selects $\lambda$ of order 20 and returns more than one peak in each of 20 noise draws.

## Scatter is not the whole uncertainty

Two hundred noise draws at fixed $\lambda$ give the bias and scatter below. The last column asks a different question: among monotone grid functions whose predictions lie within $\sigma$ of the noise-free data at every thickness, how low and how high can $\alpha$ be? Both extremes are linear programs, because $\alpha$ and the predictions are linear in $p$. No smoothness is assumed.

| $\Lambda$, nm | True $\alpha$ | Bias | Scatter | Allowed range |
|---:|---:|---:|---:|:---:|
| 100 | 0.005 | 0.129 | 0.011 | 0.00–0.34 |
| 316 | 0.468 | −0.171 | 0.011 | 0.01–0.62 |
| 1000 | 0.500 | 0.000 | 0.010 | 0.19–0.80 |
| 3162 | 0.532 | 0.169 | 0.011 | 0.37–0.99 |
| 10000 | 0.995 | −0.135 | 0.011 | 0.69–1.00 |

At 316 nm the bias is about 16 times the scatter, the same effect as in the two-cell calculation. This ratio belongs to the fixed $\lambda$, at which the draws have a mean misfit near 18 and only about one in five reaches 13. If the target rule chooses $\lambda$ afresh for each draw, the bias at 316 nm is about $-0.16$, the scatter grows to about 0.04, and about a quarter of the fits show more than one peak. The vanishing bias at 1000 nm does not mean that the curve is resolved there. Between 316 and 3162 nm the true accumulation rises by 0.06, while the recovered one rises from 0.29 to 0.70. The true spectrum is symmetric about 1000 nm on a logarithmic scale, so any single symmetric peak centred there, however broad, also gives the true value 0.5.

The allowed ranges are not confidence intervals, and their endpoints at different $\Lambda$ need not belong to one function. They show how much freedom the conductivities leave before smoothness is imposed. At 1000 nm that freedom is 0.61 in $\alpha$, against a scatter of 0.010. The ranges depend slightly on the grid: cells four times finer move the endpoints outward by up to 0.02 and widen this range to 0.63.

These figures also assume the right physics. An error in $k_{\rm bulk}$ multiplies all ratios by a common factor and violates the independent-error model. Partly specular walls or heat flow across the film change $S$, and the kernel and its transform must then be derived again. The convex algorithm survives such a change as long as the prediction remains linear in $p$, but its resolution must be recomputed.

## Numbers as computed

```
bulk conductivity 100 W/(m K), noise 2.0 W/(m K)
true groups at 200 and 5000 nm, log width 0.3, weight 0.5 each
grid: 72 cells from 1 to 1000000 nm, step 0.1919 in ln L
S at kn = 0.1, 1, 10: [0.9625 0.6839 0.2091]
kernel mean 0.9105 in ln L, i.e. L/d = 2.486
kernel standard deviation 1.9381 in ln L = 0.842 decades
kernel gain |m| at omega = 0.5, 1, 2, 3: [0.65195 0.2474  0.02549 0.00276]
thickness nm | k clean | k noisy | k fitted, W/(m K)
      10.0     7.11     7.12     8.71
      17.8    10.66    11.26    12.42
      31.6    15.52    14.98    17.18
      56.2    21.84    20.06    23.00
     100.0    29.47    28.56    29.81
     177.8    37.92    35.94    37.42
     316.2    46.49    46.61    45.56
     562.3    54.64    57.32    53.90
    1000.0    62.40    61.41    62.11
    1778.3    70.05    68.81    69.84
    3162.3    77.62    78.60    76.83
    5623.4    84.63    85.34    82.87
   10000.0    90.33    90.54    87.85
largest grid error of k 0.0164 W/(m K)
chi2 at lam = 0.01: 3.777; target chi2 13.000
chosen lam 2241; chi2 13.000; objective 48.384
bound on excess objective 2.2e-11
peaks in density: true 2, recovered 1
density per unit ln L: recovered max 0.1853, true max 0.6521
minimum density without sign constraint -0.01365
samples per unit ln d 1.7372; mu_r 5.1611e-01
largest error of gain formula in matrix test 0.00000
noise 2.00 W/(m K): omega_c 0.757, half-period 1.803 decades
noise 0.20 W/(m K): omega_c 1.311, half-period 1.041 decades
noise 0.02 W/(m K): omega_c 1.964, half-period 0.695 decades
two-line test centre 786.0 nm, scan step 0.1 decades
two-line limit: 2.5 decades at 2.0 W/(m K), 1.5 decades at 0.2 W/(m K)
noise draws 200; alpha table:
L nm | true | recovered | bias | scatter | lowest | highest
   100.0  0.0052  0.1268   0.1288  0.0108  0.0000  0.3389
   316.2  0.4683  0.2914  -0.1708  0.0109  0.0056  0.6247
  1000.0  0.5000  0.4980  -0.0000  0.0100  0.1925  0.8020
  3162.3  0.5317  0.7027   0.1685  0.0105  0.3747  0.9873
 10000.0  0.9948  0.8643  -0.1353  0.0112  0.6861  1.0000
```
